\section*{Opposite Swings of Normal and Oblique Light in 193 nm Resist}

\section*{Problem}

A flat resist film of thickness $d$ and real refractive index $n=1.7$ lies on a substrate and is exposed from air at vacuum wavelength $\lambda=193$ nm. As $d$ changes, interference between the top and bottom surfaces makes the light admitted to the film rise and fall. This oscillation is the swing. Compare a ray at normal incidence with a ray at numerical aperture $A=0.93$, where $A$ is the sine of the ray's angle in air.

\begin{enumerate}
\item Ignoring phase changes at the interfaces, find the smallest thickness at which the two rays swing oppositely, that is, half a cycle apart.
\item Examine small apertures, grazing incidence in air, and the effect of a small error in $n$.
\item Find what the interfaces must do for the answer to hold. Test this for TE light (electric field perpendicular to the plane of incidence) and TM light (magnetic field perpendicular to it) on a transparent substrate of index 2.5.
\item Estimate the corrections for bare silicon, with rough index $0.9+2.8i$, and for a resist with rough absorption coefficient $1.2\ \mu\mathrm{m}^{-1}$.
\end{enumerate}

\section*{Solution}

\subsection*{1. The round-trip phase and the thickness}

Let $\theta$ be the ray's angle to the normal inside the resist. Snell's law gives $n\sin\theta=A$. Define
\begin{equation}
q=n\cos\theta=\sqrt{n^2-n^2\sin^2\theta}=\sqrt{n^2-A^2}.
\end{equation}

Part of the incident ray reflects at the top. The rest crosses the film, reflects at the bottom and emerges a horizontal distance $2d\tan\theta$ away. Its optical path in the film is $2nd/\cos\theta$. Meanwhile the ray reflected at the top travels $2d\tan\theta\,A$ in air before reaching the wavefront through the exit point. Both paths must end on this common wavefront, so the difference is
\begin{align}
\Delta L&=\frac{2nd}{\cos\theta}-2d\tan\theta\,A\\
&=\frac{2nd}{\cos\theta}-\frac{2nd\sin^2\theta}{\cos\theta}
=2nd\cos\theta=2dq.
\end{align}
The second line uses $A=n\sin\theta$ and $1-\sin^2\theta=\cos^2\theta$. The oblique ray travels farther inside the film, but the air path subtracted from it more than makes up for this. Its phase difference is therefore smaller than that of the normal ray.

Each further round trip has the same geometry and adds the phase
\begin{equation}
\delta_A=\frac{2\pi}{\lambda}\,2dq=\frac{4\pi dq}{\lambda}.
\end{equation}
At normal incidence $q=n$, so $\delta_0=4\pi dn/\lambda$. One swing cycle corresponds to a phase change of $2\pi$, hence to a thickness change $\lambda/(2q)$. The periods are 56.76 nm for the normal ray and 67.81 nm for the oblique ray.

With interface phases ignored, opposite swings require $\delta_0-\delta_A$ to be an odd multiple of $\pi$:
\begin{equation}
\frac{4\pi d(n-q)}{\lambda}=(2m+1)\pi,\qquad m=0,1,2,\ldots
\end{equation}
The smallest thickness has $m=0$. Call it $d_*$. Multiplying numerator and denominator by $n+q$, and using $n^2-q^2=A^2$, gives
\begin{equation}
d_*=\frac{\lambda}{4(n-q)}
=\frac{\lambda(n+q)}{4(n^2-q^2)}
=\frac{\lambda\left(n+\sqrt{n^2-A^2}\right)}{4A^2}.
\label{answer}
\end{equation}

For the given values,
\begin{align}
q&=\sqrt{1.7^2-0.93^2}=1.42306,\\
d_*&=\frac{193\ \mathrm{nm}}{4(1.7-1.42306)}
=174.23\ \mathrm{nm}.
\end{align}
The required thickness is about 174 nm. The next solution, $3d_*$, is about 523 nm.

At $d_*$ the round-trip phases are 3.069 and 2.569 cycles. With zero interface phase, whole cycles are maxima of admitted light and half-integer cycles are minima. The normal ray is therefore 0.069 cycle past a maximum, and the oblique ray is 0.069 cycle past a minimum. A slight thickening lowers the admission of the first and raises that of the second. Opposition does not require either ray to sit at an extremum, nor the two swings to have equal amplitude.

Because the periods differ, the opposition is local in thickness. The lag between the rays is $d/(2d_*)$ cycles, so a change of 10 nm alters it by about 0.03 cycle.

\subsection*{2. Limits and sensitivity}

For $A\ll n$, expansion of the square root gives
\begin{equation}
q=n-\frac{A^2}{2n}+O(A^4),\qquad
n-q\simeq\frac{A^2}{2n},\qquad
d_*\simeq\frac{\lambda n}{2A^2}.
\end{equation}
As $A\to0$ the two rays become identical and the required thickness diverges. At $A=0.93$ this estimate gives 189.68 nm, about 9\% above the value from Eq.~\eqref{answer}. The excess arises because the expansion drops further positive terms in $n-q$.

In Eq.~\eqref{answer} the numerator falls and the denominator grows as $A$ increases, so $d_*$ decreases. Its lower limit for light arriving from air is approached at grazing incidence, $A\to1$:
\begin{equation}
d_*\to\frac{193\ \mathrm{nm}}{4}\left(1.7+\sqrt{1.7^2-1}\right)\simeq148\ \mathrm{nm}.
\end{equation}
Under the same phase assumption, no ray from air can oppose the normal ray in a thinner film of this index.

For the index sensitivity, hold $\lambda$ and $A$ fixed. Since $dq/dn=n/q$,
\begin{equation}
\frac{d d_*}{dn}
=\frac{\lambda}{4A^2}\left(1+\frac{n}{q}\right)
=\frac{\lambda(n+q)}{4A^2q}
=\frac{d_*}{q}.
\end{equation}
This is 122.4 nm per unit index. An increase of 0.02 in $n$ raises the required thickness by 2.45 nm.

\subsection*{3. What the interfaces must do}

Let fields vary as $e^{-i\omega t}$, and let $r_t$ and $r_b$ be the reflection coefficients seen from inside the film at its top and bottom. Write $\rho=r_tr_b=|\rho|e^{i\phi}$. If $t$ is the amplitude transmitted from air into the film, the total downward amplitude just below the top is
\begin{equation}
a=t\left(1+\rho e^{i\delta}+\rho^2e^{2i\delta}+\cdots\right)
=\frac{t}{1-\rho e^{i\delta}}.
\end{equation}
The series converges for $|\rho|<1$.

In a lossless film with real $q$, the net power flow is the downward flow minus the upward flow. To see this, let $b$ be the upward amplitude. The tangential electric field is $a+b$ and the tangential magnetic field is proportional to $a-b$, so the power is proportional to
\begin{equation}
\mathrm{Re}\left[(a+b)(a-b)^*\right]=|a|^2-|b|^2,
\end{equation}
because $ba^*-ab^*$ is imaginary. At the bottom $|b|=|r_b||a|$, and neither modulus changes with depth. The admitted fraction is therefore
\begin{equation}
T=\frac{C}{|1-\rho e^{i\delta}|^2}
=\frac{C}{1+|\rho|^2-2|\rho|\cos(\delta+\phi)},
\end{equation}
where $C$, proportional to $|t|^2(1-|r_b|^2)$, does not depend on $d$. The maxima lie at $\delta+\phi=2\pi j$, with $j$ an integer. Multiple reflections change the shape of the swing but leave these positions in place.

The condition for opposite swings is now
\begin{equation}
(\delta_0+\phi_0)-(\delta_A+\phi_A)=(2m+1)\pi.
\end{equation}
Equation~\eqref{answer} thus needs equal interface phases, $\phi_A=\phi_0$ modulo $2\pi$. They need not vanish. If they differ, the $m=0$ branch becomes
\begin{equation}
\frac{4\pi d(n-q)}{\lambda}=\pi+\phi_A-\phi_0,
\qquad
d=d_*\left(1+\frac{\phi_A-\phi_0}{\pi}\right).
\label{corrected}
\end{equation}

To find $\phi$, let $Y$ be the ratio of tangential magnetic to tangential electric field for a downward wave, in units of the vacuum admittance. Maxwell's equations give $Y=q_j$ for TE and $Y=n_j^2/q_j$ for TM, with $q_j=\sqrt{n_j^2-A^2}$ in medium $j$. For a wave going from medium 1 to medium 2, continuity of the tangential fields requires
\begin{equation}
1+r=t,\qquad Y_1(1-r)=Y_2t
\quad\Rightarrow\quad
r=\frac{Y_1-Y_2}{Y_1+Y_2}.
\end{equation}
With subscripts $a$, $f$ and $s$ for air, film and substrate,
\begin{equation}
\rho=\frac{Y_f-Y_a}{Y_f+Y_a}\;\frac{Y_f-Y_s}{Y_f+Y_s}.
\end{equation}

For TE light on the substrate of index 2.5, $q_a<q_f<q_s$ at every aperture considered. The first factor is positive and the second negative, so $\phi=\pi$ for both rays and the phases cancel from the comparison. A calculation of the full layer reflectance, locating the swing maxima numerically, gives opposition at 174.23 nm.

For TM light, the top reflection changes sign where $Y_f=Y_a$:
\begin{align}
\frac{n^2}{\sqrt{n^2-A^2}}&=\frac{1}{\sqrt{1-A^2}},\\
n^4(1-A^2)&=n^2-A^2,\\
A^2(n^4-1)&=n^2(n^2-1),\\
A&=\frac{n}{\sqrt{n^2+1}}=0.8619.
\end{align}
The last step uses $n^4-1=(n^2-1)(n^2+1)$. This is the Brewster aperture of the resist surface, and 0.93 lies above it. At 0.93, $Y_a=2.72$, $Y_f=2.03$ and $Y_s=2.69$. Both factors of $\rho$ are negative, so $\phi_A=0$ while $\phi_0=\pi$. The extra half cycle cancels the one produced by propagation. The layer calculation confirms a lag of 0.000 cycle at $d_*$: the TM ray swings in step with the normal ray. The instruction to ignore interface phases therefore matters. On this substrate it is harmless for TE light, but for TM light it reverses the conclusion at apertures above the Brewster value, such as 0.93.

\subsection*{4. Bare silicon and resist absorption}

For silicon at $A=0.93$, the root with positive imaginary part, which decays into the substrate, is
\begin{equation}
q_s=\sqrt{(0.9+2.8i)^2-0.93^2}\simeq0.858+2.938i.
\end{equation}
The top factor is positive for both the normal and the TE ray, so their phases come from the bottom:
\begin{align}
\phi_0&=\arg\frac{1.7-(0.9+2.8i)}{1.7+(0.9+2.8i)}\simeq-121.2^\circ,\\
\phi_{\rm TE}&=\arg\frac{1.423-q_s}{1.423+q_s}\simeq-131.3^\circ.
\end{align}
The difference is about $-10.1^\circ$. Equation~\eqref{corrected} gives
\begin{equation}
d_{\rm TE}\simeq174.23\left(1-\frac{10.1}{180}\right)\mathrm{nm}\simeq164\ \mathrm{nm},
\end{equation}
a shift of about $-10$ nm.

For TM light, the bottom phase differs from the normal one by about $+11.5^\circ$, and the Brewster sign change contributes another half cycle. Together they give about $-168.5^\circ$ modulo $360^\circ$. At $d_*$ the TM ray is then only about 0.03 cycle from being in step with the normal ray.

An unpolarized oblique ray carries equal TE and TM power. Both swings have the same period, but neither is a pure cosine, so the phase of their sum depends on how it is defined. Here it is taken from the first Fourier harmonic in thickness, which leaves out the finer shape of the swing. The harmonic amplitudes, as fractions of incident power, are 0.282 for TE and 0.099 for TM, with phases relative to the normal ray of about $-10.1^\circ$ and $-168.5^\circ$. Their average is
\begin{equation}
\tfrac12\left(0.282\,e^{-i10.1^\circ}+0.099\,e^{-i168.5^\circ}\right)
\simeq0.097\,e^{-i21^\circ}.
\end{equation}
The TE part wins, but TM cancels about a third of it. Equation~\eqref{corrected}, applied to this harmonic, puts opposition at about 154 nm by this measure. The highest maxima of the summed swing stay close to the TE maxima, because the TE peak is sharp and the TM light varies slowly there. They are displaced by only about 0.1 nm. The sum also has a second, much lower maximum in each period (about 0.35 against 0.61), near the TM maximum. Comparing only the highest maxima would therefore give a thickness close to the TE value of 164 nm. The normal ray has amplitude 0.161, so the opposed swings are unequal and would not cancel if the two rays carried equal power.

Absorption weakens the returning wave. At $d_*$ the oblique round trip has length $2d_*/\cos\theta$, and amplitude decays at half the rate of power. With $\alpha=1.2\times10^{-3}\ \mathrm{nm}^{-1}$, the surviving amplitude is
\begin{equation}
\exp\left(-\frac{\alpha d_*}{\cos\theta}\right)
=\exp\left(-\frac{0.0012\times174.23}{0.83709}\right)\simeq0.779.
\end{equation}
Absorption also displaces the maxima of the admitted light, which now includes light absorbed in the resist. Measuring phase by linear interpolation between successive maxima, the layer calculation moves the TE result on silicon from 164.4 to 166.6 nm, a further shift of about 2 nm. Interpolating between successive minima instead gives a shift of only about 0.1 nm. A damped swing is not strictly periodic, so the size of this correction depends on how its phase is defined.

\subsection*{Relation to a real exposure}

The wavelength, index and aperture are roughly those of dry argon fluoride lithography at high aperture, and a film between 100 and 200 nm is a plausible resist thickness there. Bare silicon is only one possible substrate, and it is an idealization, since a real wafer usually carries a thin native oxide. A 2 nm oxide of index 1.56 lowers the TE result from 164.4 to 162.5 nm, a shift as large as the absorption correction found from the maxima. An antireflective layer under the resist reduces $|r_b|$ and hence the swing, but it also sets new interface phases. By Eq.~\eqref{corrected}, each $10^\circ$ of phase difference between the two rays moves the thickness by about 9.7 nm, so a prediction for a particular stack needs that stack's reflection coefficients. A real image also combines many angles and has a dose that varies with depth. The value of 174 nm compares two single rays under equal interface phases and is not by itself a recommended resist thickness.

\section*{Numbers as computed}
\begin{verbatim}
Vacuum wavelength: 193.0 nm
Resist index: 1.70
Numerical aperture: 0.93
Ray angle in air: 68.43 deg
Ray angle in resist: 33.17 deg
Cosine of angle in resist: 0.83709
q = n cos(theta): 1.42306
n - q: 0.27694
Swing period, normal ray: 56.76 nm
Swing period, oblique ray: 67.81 nm
Opposite-swing thickness, formula: 174.23 nm
Opposite-swing thickness, ray geometry: 174.23 nm
Opposite-swing thickness, TE layer peaks: 174.23 nm
Clear substrate index in layer test: 2.50
Round-trip phase, normal ray: 3.069 cycles
Round-trip phase, oblique ray: 2.569 cycles
Next opposite-swing thickness: 522.68 nm
Small-aperture estimate: 189.68 nm
Thickness change for index +0.02: 2.45 nm
Thickness slope with index: 122.4 nm per unit index
Brewster aperture of resist surface: 0.8619
TM lag at d_star, clear substrate: 0.000 cycles
Silicon index, real part (rough): 0.9
Silicon index, imaginary part (rough): 2.8
Silicon TE interface phase minus normal: -10.11 deg
Silicon TM interface phase minus normal: -168.46 deg
Silicon TE opposite-swing thickness: 164.44 nm
Silicon TE shift from d_star: -9.78 nm
Silicon TE shift on halving grid: 0.000008 nm
Silicon TM lag at d_star: -0.032 cycles
Silicon normal first-harmonic amplitude: 0.161
Silicon TE first-harmonic amplitude: 0.282
Silicon TM first-harmonic amplitude: 0.099
Silicon unpolarized first-harmonic amplitude: 0.097
Silicon unpolarized opposite thickness: 153.85 nm
Resist absorption coefficient (rough): 1.20 1/um
Resist extinction index: 0.0184
Oblique round-trip amplitude factor at d_star: 0.779
Silicon TE opposite thickness with absorption: 166.61 nm
Further TE shift from absorption: 2.17 nm
\end{verbatim}
